# Exact Kohn--Sham potential of a driven two-electron singlet in one dimension: a program that tests the result

```python
"""Exact Kohn-Sham (KS) potential of a two-electron singlet in one dimension.

Result under test, in Hartree atomic units:
  v_s = (1/2) (sqrt n)''/sqrt n - u^2/2 - integral_{x0}^{x} (du/dt) dx' + c(t)
n: density (integral 2), j: current density, u = j/n: velocity field,
x0 = 0: anchor of the phase, c(t): free function of time.
The orbital is sqrt(n/2) exp(i alpha) with d(alpha)/dx = u.
Example: a proton passes a model pair; x lies along the impact parameter and
the proton moves perpendicular to x on a straight line.
The pair wavefunction lives on a coarse grid; its density, its current and the
KS orbital live on a grid twice as fine, because the orbital can have sharp
phase steps where the density has a deep minimum.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.fft import fft, ifft, fft2, ifft2, fftfreq
from scipy.integrate import trapezoid
from scipy.interpolate import CubicSpline
from scipy.sparse.linalg import LinearOperator, eigsh

# ---------- symbolic separation of the orbital equation ----------
xs, ts = sp.symbols("x t", real=True)
ns = sp.Function("n", positive=True)(xs, ts)
al = sp.Function("alpha", real=True)(xs, ts)
orb = sp.sqrt(ns / 2) * sp.exp(sp.I * al)
potential = (sp.I * sp.diff(orb, ts) + sp.diff(orb, xs, 2) / 2) / orb
real_part = (sp.diff(sp.sqrt(ns), xs, 2) / (2 * sp.sqrt(ns))
             - sp.diff(al, ts) - sp.diff(al, xs) ** 2 / 2)
imag_part = (sp.diff(ns, ts) + sp.diff(ns * sp.diff(al, xs), xs)) / (2 * ns)
assert sp.simplify(sp.expand(potential - real_part - sp.I * imag_part)) == 0

# ---------- units and parameters ----------
EV = const.physical_constants["Hartree energy in eV"][0]
NM = const.physical_constants["Bohr radius"][0] * 1e9
FS = const.physical_constants["atomic unit of time"][0] * 1e15
MP = const.physical_constants["proton-electron mass ratio"][0]
energy_kev, impact_nm, track_nm = 40.0, 0.15, 0.6
soft_well_nm, soft_pair_nm, soft_proton_nm = 0.075, 0.05, 0.05
well_charge = 2.0
speed = np.sqrt(2 * energy_kev * 1e3 / EV / MP)
b = impact_nm / NM
soft_proton = soft_proton_nm / NM

N, dx_nm, M = 180, 0.015, 1500
dx = dx_nm / NM
h = dx / 2                                     # fine spacing
x = (np.arange(N) - N // 2) * dx               # coarse grid
xf = (np.arange(2 * N) - N) * h                # fine grid
xq = (np.arange(4 * N) - 2 * N) * h / 2        # grid for the phase integral
mid = N                                        # index of x = 0 in xf
y = np.linspace(-track_nm, track_nm, M + 1) / NM
dt = (y[1] - y[0]) / speed
k = 2 * np.pi * fftfreq(N, dx)
kf = 2 * np.pi * fftfreq(2 * N, h)
kf_first = kf.copy()
kf_first[N] = 0.0              # Nyquist mode has no first derivative


def well(grid):
    return -well_charge / np.sqrt(grid**2 + (soft_well_nm / NM) ** 2)


def pair_repulsion(grid):
    gap = grid[:, None] - grid[None, :]
    return 1 / np.sqrt(gap**2 + (soft_pair_nm / NM) ** 2)


def proton_dist2(grid):
    return (grid[None, :] - b) ** 2 + y[:, None] ** 2 + soft_proton**2


def kinetic_matrix(wave):
    mat = np.real(ifft((wave**2 / 2)[:, None]
                       * fft(np.eye(len(wave)), axis=0), axis=0))
    return (mat + mat.T) / 2


w = -1 / np.sqrt(proton_dist2(x))
v_ext = well(xf)[None, :] - 1 / np.sqrt(proton_dist2(xf))
w_slope = (xf[None, :] - b) / proton_dist2(xf) ** 1.5

# ---------- ground states of the target ----------
T = kinetic_matrix(k)
V2 = well(x)[:, None] + well(x)[None, :] + pair_repulsion(x)


def apply_target(f):
    return T @ f + f @ T + V2 * f


H = LinearOperator((N * N, N * N), dtype=float,
                   matvec=lambda f: apply_target(f.reshape(N, N)).ravel())
guess = np.exp(-(x[:, None] ** 2 + x[None, :] ** 2) / 4).ravel()
e_pair, vec = eigsh(H, k=1, which="SA", v0=guess, ncv=40, tol=1e-13)
e_pair = e_pair[0]
psi = vec[:, 0].reshape(N, N)
psi = ((psi + psi.T) / 2).astype(complex)
psi /= np.sqrt(np.sum(abs(psi) ** 2)) * dx
e_one, orbs_one = np.linalg.eigh(kinetic_matrix(kf) + np.diag(well(xf)))
ionization = e_one[0] - e_pair


# ---------- two-electron propagation ----------
def pad(hat):
    """Fourier coefficients on the last axis, for a grid twice as fine."""
    size = hat.shape[-1]
    half = size // 2
    out = np.zeros(hat.shape[:-1] + (2 * size,), dtype=complex)
    out[..., :half] = 2 * hat[..., :half]
    out[..., -half:] = 2 * hat[..., half:]
    return out


n = np.empty((M + 1, 2 * N))
j = np.empty((M + 1, 2 * N))


def record(step):
    hat = pad(fft(psi, axis=1))
    fine = ifft(hat, axis=1)
    slope = ifft(1j * kf_first * hat, axis=1)
    n[step] = 2 * dx * np.sum(fine.real**2 + fine.imag**2, axis=0)
    j[step] = 2 * dx * np.sum(fine.real * slope.imag
                              - fine.imag * slope.real, axis=0)


half_static = np.exp(-0.5j * dt * V2)
half_proton = np.exp(-0.5j * dt * w)
kin1 = np.exp(-0.5j * dt * k**2)
kin2 = kin1[:, None] * kin1[None, :]
record(0)
for s in range(M):
    psi = psi * half_static
    psi *= half_proton[s][:, None]
    psi *= half_proton[s][None, :]
    psi = ifft2(kin2 * fft2(psi))
    psi *= half_static
    psi *= half_proton[s + 1][:, None]
    psi *= half_proton[s + 1][None, :]
    record(s + 1)
e_end = np.real(np.sum(np.conj(psi) * apply_target(psi))) * dx**2
gain = e_end - e_pair


# ---------- reconstruction and one-orbital propagation ----------
def reconstruct(dens, curr, floor=1e-10):
    """Three terms of v_s; the floor only acts in the far tails.

    (sqrt n)''/sqrt n is evaluated as n''/(2n) - (n')^2/(4n^2), since n is
    smooth where sqrt n has a sharp minimum.
    """
    hat = fft(dens, axis=1)
    d1 = np.real(ifft(1j * kf_first * hat, axis=1))
    d2 = np.real(ifft(-kf**2 * hat, axis=1))
    safe = dens + floor
    curvature = d2 / (4 * safe) - d1**2 / (8 * safe**2)
    vel = curr / safe
    dens_q = np.maximum(np.real(ifft(pad(hat), axis=1)), 0.0)
    curr_q = np.real(ifft(pad(fft(curr, axis=1)), axis=1))
    accel = np.gradient(curr_q / (dens_q + floor), dt, axis=0, edge_order=2)
    integral = CubicSpline(xq, accel, axis=1).antiderivative()(xq)[:, ::2]
    integral = integral - integral[:, mid][:, None]
    return curvature, -0.5 * vel**2, -integral, vel


kin_fine = np.exp(-0.5j * dt * kf**2)


def propagate_orbital(pot, start):
    out = np.empty((M + 1, 2 * N), dtype=complex)
    out[0] = start
    kick = np.exp(-0.5j * dt * pot)
    for s in range(M):
        out[s + 1] = kick[s + 1] * ifft(kin_fine * fft(kick[s] * out[s]))
    return out


def current_fourier(orbitals):
    slope = ifft(1j * kf_first * fft(orbitals, axis=1), axis=1)
    return 2 * np.imag(np.conj(orbitals) * slope)


def current_local(orbitals):
    """Sixth-order central differences: errors stay where they arise."""
    slope = np.zeros_like(orbitals)
    for shift, coef in ((1, 3 / 4), (2, -3 / 20), (3, 1 / 60)):
        slope += coef * (np.roll(orbitals, -shift, axis=1)
                         - np.roll(orbitals, shift, axis=1)) / h
    return 2 * np.imag(np.conj(orbitals) * slope)


def density_error(orbitals):
    return np.max(np.sum(abs(2 * abs(orbitals) ** 2 - n), axis=1) * h)


# current from continuity alone, at closest approach
m = M // 2
dn_dt = (n[m + 1] - n[m - 1]) / (2 * dt)
j_cont = -CubicSpline(xf, dn_dt).antiderivative()(xf)
cont_error = np.max(abs(j_cont - j[m]))
assert cont_error < 5e-4, cont_error

# non-interacting electrons: the known potential must come back
free = propagate_orbital(v_ext, orbs_one[:, 0] / np.sqrt(h))
n_free = 2 * abs(free) ** 2
f1, f2, f3, _ = reconstruct(n_free, current_fourier(free))
free_error = 0.0
for s in (M // 4, M // 2, 3 * M // 4):
    weight = np.where(n_free[s] > 1e-3, n_free[s], 0.0)
    weight = weight / weight.sum()
    diff = f1[s] + f2[s] + f3[s] - v_ext[s]
    diff = diff - np.sum(weight * diff)
    free_error = max(free_error, np.sqrt(np.sum(weight * diff**2)))
assert free_error < 2e-3, free_error

# interacting electrons: the KS orbital must follow the true density
curv, kin_term, acc_term, u = reconstruct(n, j)
v_s = curv + kin_term + acc_term
start = np.sqrt(n[0] / 2).astype(complex)
ks = propagate_orbital(v_s, start)
j_ks = current_local(ks)
err_full = density_error(ks)
err_current = np.sum(abs(j_ks[-1] - j[-1])) * h
err_fourier = np.sum(abs(current_fourier(ks[-1:])[0] - j[-1])) * h
assert err_full < 5e-3, err_full
assert err_current < 1e-2, (err_current, err_fourier, err_full, n[-1, 0])

# control: without the velocity terms the density must go wrong
err_static = density_error(propagate_orbital(curv, start))
assert err_static > 5 * err_full, (err_static, err_full)

# without correlation: external potential plus half the Hartree potential
v_h = n @ pair_repulsion(xf) * h
err_nocorr = density_error(propagate_orbital(v_ext + v_h / 2, start))

# work done by the proton, from the current, against the energy gain
work = trapezoid(-np.sum(j * w_slope, axis=1) * h, dx=dt)
work_ks = trapezoid(-np.sum(j_ks * w_slope, axis=1) * h, dx=dt)
assert abs(work - gain) < 5e-4, (work, gain)
assert abs(work_ks - gain) < 3e-3, (work_ks, gain)

# ---------- size of what the model leaves out ----------
r3 = (b**2 + y**2 + soft_proton**2) ** 1.5
p_across = trapezoid(b / r3, dx=dt)
p_along = trapezoid(-y[:m + 1] / r3[:m + 1], dx=dt)
lattice_nm = 0.54                                # silicon, rough
plasma = np.sqrt(4 * np.pi * 32 / (lattice_nm / NM) ** 3)
far = abs(xf) * NM > 0.5

# ---------- output ----------
print(f"proton energy {energy_kev:.1f} keV, impact parameter {impact_nm} nm")
print(f"proton speed {speed:.4f} atomic units")
print(f"track from -{track_nm} to {track_nm} nm, lasting {M*dt*FS:.4f} fs")
print(f"well charge {well_charge:.0f} e, well softening {soft_well_nm} nm")
print(f"softening: pair {soft_pair_nm} nm, proton {soft_proton_nm} nm")
print(f"pair grid: {N} points per electron, spacing {dx_nm} nm")
print(f"KS grid spacing {h*NM:.4f} nm; {M} steps of {dt*FS*1e3:.4f} as")
print(f"pair ground-state energy {e_pair*EV:.3f} eV")
print(f"ionization energy of the pair {ionization*EV:.3f} eV")
print("At closest approach, phase anchored at x = 0:")
print("x(nm) n(1/nm) u(nm/fs) curvature -u^2/2 -int(du/dt) v_s (eV)")
rows = [mid + i for i in (-30, -20, -10, 0, 10, 20, 30)]
for i in rows:
    print(f"{xf[i]*NM:6.3f} {n[m,i]/NM:8.4f} {u[m,i]*NM/FS:8.4f}"
          f" {curv[m,i]*EV:8.3f} {kin_term[m,i]*EV:8.3f}"
          f" {acc_term[m,i]*EV:8.3f} {v_s[m,i]*EV:8.3f}")
print("Same time, each potential set to zero at x = 0 (eV):")
print("x(nm)  v_s  v_ext  v_H/2  v_c")
v_c = v_s[m] - v_ext[m] - v_h[m] / 2
for i in rows:
    vals = [(p[i] - p[mid]) * EV for p in (v_s[m], v_ext[m], v_h[m]/2, v_c)]
    print(f"{xf[i]*NM:6.3f} " + " ".join(f"{q:8.3f}" for q in vals))
print(f"continuity current, largest error {cont_error:.1e} atomic units")
print(f"known potential recovered, rms error {free_error*EV*1e3:.2f} meV")
print("Largest integrated density error over the run (electrons):")
print(f"  reconstructed v_s {err_full:.2e}")
print(f"  curvature term only {err_static:.3f}")
print(f"  v_ext + v_H/2, no correlation {err_nocorr:.4f}")
print("Final integrated current error (atomic units):")
print(f"  local derivative {err_current:.1e}, Fourier {err_fourier:.1e}")
print(f"energy gain of the pair {gain*EV:.4f} eV")
print(f"work from true current {work*EV:.4f} eV")
print(f"work from KS current {work_ks*EV:.4f} eV")
print("Neglected effects:")
print(f"  impulse across track, fixed electron {p_across:.3f} atomic units")
print(f"  passing impulse along track {p_along:.3f} atomic units")
print(f"  silicon lattice constant used, rough {lattice_nm} nm")
print(f"  valence plasmon energy, free-electron {plasma*EV:.1f} eV")
print(f"  dynamic screening length {speed/plasma*NM:.3f} nm")
print(f"  energy gain / proton energy {gain*EV/(energy_kev*1e3):.1e}")
print(f"  proton speed / light speed {speed*const.alpha:.4f}")
kt = const.k * 300 / const.e
print(f"  thermal energy at 300 K {kt:.4f} eV")
print(f"  electrons beyond 0.5 nm at the end {np.sum(n[-1][far])*h:.4f}")
print(f"  final density at box edge {n[-1,0]/NM:.1e} 1/nm")
print("OK")
```

Output:

```
proton energy 40.0 keV, impact parameter 0.15 nm
proton speed 1.2654 atomic units
track from -0.6 to 0.6 nm, lasting 0.4335 fs
well charge 2 e, well softening 0.075 nm
softening: pair 0.05 nm, proton 0.05 nm
pair grid: 180 points per electron, spacing 0.015 nm
KS grid spacing 0.0075 nm; 1500 steps of 0.2890 as
pair ground-state energy -41.373 eV
ionization energy of the pair 11.665 eV
At closest approach, phase anchored at x = 0:
x(nm) n(1/nm) u(nm/fs) curvature -u^2/2 -int(du/dt) v_s (eV)
-0.225   0.1170   0.3037    7.174   -0.262    4.666   11.578
-0.150   0.8913   0.2809    5.262   -0.224    3.178    8.215
-0.075   4.9099   0.2489    0.453   -0.176    1.591    1.868
 0.000  11.1680   0.2832   -5.107   -0.228   -0.000   -5.335
 0.075   7.0764   0.6124   -0.072   -1.066   -4.072   -5.210
 0.150   2.3344   0.4549   -2.023   -0.588  -11.930  -14.541
 0.225   0.1798  -0.6239   15.822   -1.107  -14.694    0.022
Same time, each potential set to zero at x = 0 (eV):
x(nm)  v_s  v_ext  v_H/2  v_c
-0.225   16.913   31.557  -13.353   -1.291
-0.150   13.550   25.599  -10.040   -2.009
-0.075    7.203   14.107   -4.433   -2.471
 0.000    0.000    0.000    0.000    0.000
 0.075    0.125    4.379   -2.379   -1.875
 0.150   -9.206    1.534   -7.973   -2.767
 0.225    5.357   19.388  -12.290   -1.741
continuity current, largest error 1.9e-06 atomic units
known potential recovered, rms error 0.40 meV
Largest integrated density error over the run (electrons):
  reconstructed v_s 1.24e-03
  curvature term only 0.726
  v_ext + v_H/2, no correlation 0.4042
Final integrated current error (atomic units):
  local derivative 4.1e-03, Fourier 4.5e-03
energy gain of the pair 3.6697 eV
work from true current 3.6697 eV
work from KS current 3.6697 eV
Neglected effects:
  impulse across track, fixed electron 0.485 atomic units
  passing impulse along track 0.197 atomic units
  silicon lattice constant used, rough 0.54 nm
  valence plasmon energy, free-electron 16.7 eV
  dynamic screening length 0.109 nm
  energy gain / proton energy 9.2e-05
  proton speed / light speed 0.0092
  thermal energy at 300 K 0.0259 eV
  electrons beyond 0.5 nm at the end 0.0309
  final density at box edge 3.2e-05 1/nm
OK
```
